# Thermal Healing Length of a Silicon Film on Oxide

## Problem

A transistor built in a thin silicon film on oxide releases its heat in a narrow strip of the film. The heat can spread along the film or leak down through the oxide to the substrate. The film has thickness \(t_s=20\) nm and conductivity \(k_s=30\) W/mK. The oxide below it has thickness \(t_o=100\) nm and conductivity \(k_o=1.4\) W/mK.

Model the hot strip as a line at \(x=0\), running along the width of the device. Let \(\theta(x)\) be the temperature rise of the film above the substrate.

**(a)** Show that, away from the line, \(\theta\) falls by a factor \(e\) over a distance of about 207 nm. This distance is the thermal healing length \(L\).

**(b)** The line releases \(P'=100\) W per metre of device width, which is 0.1 mW per micrometre. Find the peak rise, and the share of the heat that enters the oxide within a distance \(L\) of the line.

**(c)** Part (a) gives the film one temperature at each \(x\). Estimate how much the temperature varies through the film's thickness.

Assume the following:

- The state is steady, and Fourier's law holds with constant conductivities. The value of \(k_s\) is an effective one for heat flow along this thin film. The film, and the hot strip of a real transistor, are no larger than the mean free paths of the phonons that carry much of the heat in silicon. Fourier's law is therefore most reliable over distances of order \(L\), and the temperature right at a nanometre-scale source can exceed the peak found here.
- The top of the film is insulated, the film and oxide are in perfect thermal contact, and the bottom of the oxide stays at the substrate temperature. Heat that leaves a real transistor through its gate and metal contacts is therefore left out.
- Nothing varies along the device width, and the layers extend many healing lengths to both sides.
- Heat crosses the oxide vertically. Variation 1 removes this assumption.

Together with a uniform temperature through the film, these assumptions make up the fin model.

## Hints

1. Take a slice of film between \(x\) and \(x+dx\), per unit device width. Heat enters and leaves through its two ends, and some leaves through its bottom. What is the area of each face?
2. Vertical conduction through the oxide gives a flux equal to conductivity times temperature difference divided by thickness.
3. The balance is a second-order equation with two exponential solutions. Which one is acceptable far from the line?
4. By symmetry, half of the power flows to each side. This fixes the peak rise.
5. For (c), the heat flux is zero at the insulated top of the film and equals the oxide flux at its bottom. How does it grow in between?

## Full solution

### (a) The healing length

Per unit device width, the cross-section of the film is \(t_s\). The heat current along the film, counted positive towards increasing \(x\), is therefore

\[
I(x)=-k_s t_s\frac{d\theta}{dx}.
\]

The minus sign says that heat flows towards lower temperature. The flux down into the oxide is \(k_o\theta/t_o\), and the bottom of the slice has area \(dx\) per unit width.

No heat is released in the slice if it lies away from the line. In the steady state, what enters must leave:

\[
I(x)=I(x+dx)+\frac{k_o}{t_o}\,\theta\,dx .
\]

Subtracting \(I(x+dx)\) and dividing by \(dx\) gives, for \(dx\to0\),

\[
-\frac{dI}{dx}=\frac{k_o}{t_o}\,\theta .
\]

Inserting \(I\) turns the two minus signs into a plus:

\[
k_s t_s\frac{d^2\theta}{dx^2}=\frac{k_o}{t_o}\,\theta .
\]

Division by \(k_st_s\) leaves

\[
\frac{d^2\theta}{dx^2}=\frac{\theta}{L^2},\qquad
L=\sqrt{\frac{k_s t_s t_o}{k_o}} .
\]

The ratio \(k_s/k_o\) has no dimension and \(t_st_o\) is a length squared, so \(L\) is a length. For \(x>0\) the general solution is

\[
\theta=A\,e^{-x/L}+C\,e^{x/L}.
\]

The second term grows without limit away from the source, so \(C=0\). The left side is the mirror image, and with \(\theta_0\) for the rise at the line,

\[
\theta(x)=\theta_0\,e^{-|x|/L}.
\]

The rise thus falls by a factor \(e\) over each distance \(L\). With the given numbers,

\[
L^2=\frac{30}{1.4}\times 20\times 100\ \text{nm}^2=42857\ \text{nm}^2,
\qquad L=207.0\ \text{nm}.
\]

This is the required 207 nm. A numerical heat balance over slices of the film, in which \(L\) is not an input, also gives a \(1/e\) distance of 207.0 nm.

The formula expresses a competition. A thicker or more conductive film carries heat further sideways, while a thinner or more conductive oxide drains it sooner. Because of the square root, a small relative error in \(k_s\) produces half that relative error in \(L\).

If the contact between film and oxide had a thermal resistance \(R\) per unit area, the vertical resistance \(t_o/k_o\) would become \(t_o/k_o+R\). The same derivation would then give \(L=\sqrt{k_st_s(t_o/k_o+R)}\), a longer healing length.

### (b) Peak rise and the heat lost within \(L\)

Just to the right of the line the slope is \(-\theta_0/L\), so the current is \(k_st_s\theta_0/L\). It must carry half of the power:

\[
\frac{k_st_s\theta_0}{L}=\frac{P'}{2}
\quad\Longrightarrow\quad
\theta_0=\frac{P'L}{2k_st_s}.
\]

The two lengths \(L\) and \(t_s\) can both be left in nanometres, since only their ratio enters:

\[
\theta_0=\frac{100\times 207.0}{2\times30\times20}\ \text{K}=17.25\ \text{K}.
\]

The heat entering the oxide between \(-L\) and \(L\) is the integral of the downward flux. The two sides contribute equally:

\[
Q=2\,\frac{k_o}{t_o}\int_0^L\theta_0e^{-x/L}\,dx
=2\,\frac{k_o}{t_o}\,\theta_0L\left(1-\frac1e\right).
\]

Now insert \(\theta_0\):

\[
Q=P'\,\frac{k_oL^2}{k_st_st_o}\left(1-\frac1e\right)
=P'\left(1-\frac1e\right).
\]

The fraction in front of the bracket equals 1 by the definition of \(L\). The share is therefore 63.2 %, and the remaining heat enters the oxide further out.

**When is the source a line?** Suppose that the power is spread evenly over a strip of width \(w\), so that each element \(dx'\) releases \(P'dx'/w\). The equation is linear, so the rises caused by the elements add. At the centre of the strip,

\[
\theta(0)=\frac{P'}{w}\,\frac{L}{2k_st_s}\int_{-w/2}^{w/2}e^{-|x'|/L}\,dx'
=\frac{P'}{w}\,\frac{L^2}{k_st_s}\left(1-e^{-w/2L}\right).
\]

Since \(L^2/(k_st_s)=t_o/k_o\), this is

\[
\theta(0)=\frac{P'}{w}\,\frac{t_o}{k_o}\left(1-e^{-w/2L}\right).
\]

For \(w\ll L\) the bracket is approximately \(w/2L\), and the result returns to \(P't_o/(2k_oL)=P'L/(2k_st_s)\), the line-source value. For \(w\gg L\) the exponential vanishes and \(\theta(0)=(P'/w)(t_o/k_o)\). The centre of a wide strip loses its heat straight down, and the film's conductivity no longer matters there. The two limiting values are equal at \(w=2L\), so the healing length sets the scale of the width at which one regime gives way to the other.

### (c) Variation through the film

Let \(y\) be the depth below the top surface. The vertical flux is zero at \(y=0\) and \(k_o\theta/t_o\) at \(y=t_s\). At leading order the heat arriving along the film is spread evenly over its thickness, so the vertical flux grows linearly:

\[
-k_s\frac{\partial T}{\partial y}=\frac{k_o\theta}{t_o}\,\frac{y}{t_s}.
\]

Integrating from top to bottom gives the temperature drop

\[
\Delta T=\frac{k_o\theta}{k_st_ot_s}\int_0^{t_s}y\,dy
=\frac{k_ot_s}{2k_st_o}\,\theta=\frac{B}{2}\,\theta,
\qquad B=\frac{t_s/k_s}{t_o/k_o}.
\]

The number \(B\) compares the vertical resistance of the film with that of the oxide. Here

\[
B=\frac{20/30}{100/1.4}=0.00933,
\]

so the drop is about 0.47 % of the local rise. This estimate uses the in-plane \(k_s\) across the thickness as well. The drop is inversely proportional to the conductivity across the film, so a value of 10 W/mK would give about 1.4 %. In either case, one temperature per position is a good description of this film away from the source.

## Variation 1: let heat flow sideways in the oxide

**Question.** The healing length is 2.07 times the oxide thickness, which is not a large ratio. Keep the other assumptions, but allow heat to flow in both directions in both layers, with the same \(k_s\) in both directions in the film. What is the decay length far from the line?

**Solution.** In each layer the temperature rise \(T\) obeys \(\partial^2T/\partial x^2+\partial^2T/\partial y^2=0\). Try \(T=e^{-qx}f(y)\) for \(x>0\). Then \(f''=-q^2f\), whose solutions are sines and cosines.

The insulated top requires \(f'(0)=0\), and the substrate requires \(f(t_s+t_o)=0\). Hence

\[
f=a\cos(qy)\ \text{(film)},\qquad
f=b\sin\big(q(t_s+t_o-y)\big)\ \text{(oxide)}.
\]

At \(y=t_s\) the temperature and the downward flux \(-kf'\) must match:

\[
a\cos(qt_s)=b\sin(qt_o),\qquad
k_s\,a\,q\sin(qt_s)=k_o\,b\,q\cos(qt_o).
\]

Dividing the second equation by the first gives \(k_s\tan(qt_s)=k_o/\tan(qt_o)\), or

\[
\tan(qt_s)\tan(qt_o)=\frac{k_o}{k_s}.
\]

As \(qt_o\) runs from 0 to \(\pi/2\), the left side rises from zero without limit, so there is one root in this range. For \(qt_o\) between \(\pi/2\) and \(\pi\) the left side is negative and there is none. All other modes therefore have decay lengths below \(t_o/\pi\), and the first root controls the distant temperature.

To find it approximately, use \(\tan z\approx z+z^3/3\) and keep the first correction:

\[
q^2t_st_o\left[1+\frac{q^2(t_s^2+t_o^2)}{3}\right]\approx\frac{k_o}{k_s}.
\]

Multiply by \(k_s/(k_oq^2)\), and write \(\lambda=1/q\) for the decay length:

\[
\lambda^2\approx L^2\left[1+\frac{q^2(t_s^2+t_o^2)}{3}\right]
\approx L^2+\frac{t_s^2+t_o^2}{3}.
\]

The last step uses \(q^2L^2\approx1\) inside the small correction. With numbers,

\[
\lambda\approx\sqrt{42857+\frac{400+10000}{3}}\ \text{nm}=215.2\ \text{nm}.
\]

Solving the tangent condition numerically gives 215.3 nm, and so does a separate finite-volume calculation across the two layers. The decay length is 4.0 % above the fin value. The 207 nm of part (a) is thus the fin-model result, and "about" covers a correction of this size.

**Which layer causes the correction?** Switch off sideways conduction in the oxide. Its profile is then a straight line, and the flux condition becomes \(k_sq\tan(qt_s)=k_o/t_o\). The same expansion gives \(\lambda^2\approx L^2+t_s^2/3\). The term \(t_o^2/3\), which is 25 times larger than \(t_s^2/3\), therefore comes from sideways conduction in the oxide.

**Effect on the other answers.** In the slowest mode the drop across the film is \(1-\cos(qt_s)\approx t_s^2/(2\lambda^2)\) of the top temperature. The estimate in (c) is \(B/2=t_s^2/(2L^2)\). Since \(\lambda\) exceeds \(L\), the drop is slightly smaller: 0.43 % instead of 0.47 %.

For the peak, the two-dimensional calculation spreads the power evenly through the film at \(x=0\) and averages the rise over the film thickness there. It gives 16.76 K, so the fin value of 17.25 K is 2.9 % higher. The share of the heat entering the oxide within \(L\) of the line becomes about 64.6 % instead of 63.2 %.

The direction of this change can be understood from the oxide. If the temperature at its top varies as \(\cos(px)\), the profile below is proportional to \(\sinh(pd)\), where \(d\) is the height above the substrate. The oxide then draws a flux of \(k_op\coth(pt_o)\) per unit temperature rise. This exceeds the fin value \(k_o/t_o\) for \(p>0\), so a localised hot spot is cooled better than the fin model assumes. The small temperature drop within the film acts the other way, but the computed net effect is a lower peak.

## Variation 2: a much more conductive film

**Question.** Replace the film by a hypothetical one with \(k_s=3000\) W/mK and leave everything else unchanged. What happens to the healing length, the peak rise and the accuracy of the fin model?

**Solution.** The conductivity is 100 times larger and \(L\propto\sqrt{k_s}\), so the healing length grows tenfold, to 2070.2 nm. Eliminating \(L\) from the peak rise gives

\[
\theta_0=\frac{P'}{2k_st_s}\sqrt{\frac{k_st_st_o}{k_o}}
=\frac{P'}{2}\sqrt{\frac{t_o}{k_sk_ot_s}}\ \propto\ \frac{1}{\sqrt{k_s}} ,
\]

so in the fin model the peak falls to one tenth of its former value. It does not fall a hundredfold, because the heat must still cross the oxide, and it does so over an area that has grown only tenfold.

For the accuracy, factor the difference of squares found in Variation 1:

\[
\lambda-L=\frac{\lambda^2-L^2}{\lambda+L}\approx\frac{t_s^2+t_o^2}{6L},
\qquad
\frac{\lambda-L}{L}\approx\frac{t_s^2+t_o^2}{6L^2}.
\]

The relative error falls in proportion to \(1/L^2\), here by a factor of about 100. The two-dimensional decay length is 2071.0 nm, which differs from the fin value by about 0.04 %.

The condition behind this follows from the definition of \(L\):

\[
\frac{L^2}{t_o^2}=\frac{k_st_s}{k_ot_o}.
\]

For layers like these, with the film thinner than the oxide, vertical flow in the oxide is an accurate description when \(k_st_s\gg k_ot_o\). This rule, like the 0.04 % above, assumes that the bottom of the oxide stays at a fixed temperature. A real substrate of conductivity \(k_{\rm sub}\) and thickness \(D\gg L\) under a very wide device adds a spreading rise of roughly \((P'/\pi k_{\rm sub})\ln(D/L)\), which falls only slowly as \(L\) grows. For silicon with 148 W/mK and \(D=500\) µm, it adds about 1.7 K to the peak of the original film and about 1.2 K to the 1.7 K peak of the conductive film. Measured from the back of the wafer, the fin value is then about 7 % low in the first case and about 40 % low in the second. In the original problem the two products stand in the ratio 600 to 140, which explains why a correction of a few percent remains. If the oxide were made so thick that \(k_ot_o\) exceeded \(k_st_s\), \(L\) would be shorter than the oxide thickness, and vertical flow would be a poor approximation.

The longer healing length also makes the assumption of wide layers more demanding. The film must now extend several times 2 µm to each side; otherwise its ends noticeably influence the temperature near the source. The healing and decay lengths quoted here are listed in the numerical output below.

## Table of computed values

```
Film thickness: 20 nm
Film conductivity: 30 W/mK
Oxide thickness: 100 nm
Oxide conductivity: 1.4 W/mK
Line power: 100 W/m
Healing length squared, fin model: 42857 nm^2
Healing length, fin model: 207.0 nm
1/e distance, discrete heat balance: 207.0 nm
Healing length / oxide thickness: 2.07
Peak rise, fin model: 17.25 K
Peak rise, discrete heat balance: 17.25 K
Heat entering oxide within L, formula: 63.2 %
Heat entering oxide within L, discrete: 63.2 %
Film/oxide vertical resistance ratio B: 0.00933
Estimated drop across film, B/2: 0.47 %
Drop across film, 2D slowest mode: 0.43 %
Decay length, 2D finite volumes: 215.3 nm
Decay length, 2D mode condition: 215.3 nm
Decay length, 2D expansion: 215.2 nm
2D decay length above fin value: 4.0 %
Mean film rise at source, 2D: 16.76 K
Fin peak above 2D peak: 2.9 %
High-conductivity test film: 3000 W/mK
Its healing length, fin model: 2070.2 nm
Its decay length, 2D: 2071.0 nm
```
